**Formation entropy of a point defect from matched phonon logarithms**

The program evaluates $S_f/k=\sum'_P\ln\omega-\sum'_D\ln\omega+3\nu\ln\omega_g$ for a model fcc crystal with a smoothly truncated Morse potential. Here $P$ is the perfect cell of $N$ atoms, $D$ the defective cell of $N+\nu$ atoms, $\omega$ an angular frequency and $\omega_g$ the geometric mean frequency of the bulk; primes omit rigid translations. It asserts that the mode entropy agrees with a phase-space quadrature and an explicit level sum, and that supercell frequencies agree with Bloch frequencies in their logarithmic sum. It also asserts agreement with a mass-free determinant calculation, with full quantum entropies including the leading correction, and with the Grüneisen estimate of the change on relaxing to zero static pressure. In the 256-site cell the vacancy entropy is $2.33\,k$ at fixed cell and $2.20\,k$ at zero pressure. The self-interstitial entropy changes from $-4.96\,k$ to $17.2\,k$ between the same two conditions. These values belong to the model potential and to no named material.

## Numerical verification

```python
"""Classical harmonic formation entropy of a point defect in a monatomic crystal.

Result under test (fixed cell, rigid translations omitted from the sums):
    S_f/k = sum_P ln(w) - sum_D ln(w) + 3 nu ln(w_g)
P: perfect cell of N atoms; D: defective cell of N+nu atoms; w: angular
frequencies; w_g: geometric mean frequency of the infinite perfect crystal.
At zero pressure add 3 gamma v/Omega, with gamma the Grueneisen parameter of
w_g, v the relaxation volume and Omega the volume per atom.
Model: fcc crystal, Morse pair potential minus its second-order Taylor
polynomial at the cutoff. Internal units: eV, angstrom, atomic mass unit.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize, newton

DEPTH, R0, MASS = 0.3, 2.8, 50.0
ALPHA, RC = 6.0 / R0, 1.9 * R0
TEMP = 1000.0
RAD_PER_S = np.sqrt(const.e / (1e-20 * const.atomic_mass))
K_EV = const.k / const.e


def morse(r):
    e1 = np.exp(-ALPHA * (r - R0))
    e2 = e1 * e1
    return (DEPTH * (e2 - 2 * e1), -2 * ALPHA * DEPTH * (e2 - e1),
            2 * ALPHA**2 * DEPTH * (2 * e2 - e1))


CUT = morse(RC)


def pair(r):
    """Potential and its first two derivatives, all zero at the cutoff."""
    p0, p1, p2 = morse(r)
    s = r - RC
    return (p0 - CUT[0] - s * CUT[1] - 0.5 * s * s * CUT[2],
            p1 - CUT[1] - s * CUT[2], p2 - CUT[2])


def interactions(pos, box, hessian=True):
    """Energy, gradient, dE/dln(box) and, if wanted, the Hessian."""
    n = len(pos)
    d = pos[:, None, :] - pos[None, :, :]
    d -= box * np.round(d / box)
    r = np.sqrt((d**2).sum(axis=2))
    r = np.where((r < RC) & (r > 0), r, RC)
    p0, p1, p2 = pair(r)
    t = p1 / r
    energy, virial = 0.5 * p0.sum(), 0.5 * (p1 * r).sum()
    grad = np.einsum('ij,ijk->ik', t, d)
    if not hessian:
        return energy, grad, virial
    blocks = -(((p2 - t) / r**2)[:, :, None, None]
               * d[:, :, :, None] * d[:, :, None, :]
               + t[:, :, None, None] * np.eye(3))
    idx = np.arange(n)
    blocks[idx, idx] = 0.0
    blocks[idx, idx] = -blocks.sum(axis=1)
    hess = blocks.transpose(0, 2, 1, 3).reshape(3 * n, 3 * n)
    return energy, grad, virial, hess


def translation_projector(n):
    return np.kron(np.ones((n, n)) / n, np.eye(3))


def relax(pos, box):
    """Newton relaxation at fixed cell."""
    pos = pos.copy()
    proj = translation_projector(len(pos))
    for _ in range(40):
        energy, grad, virial, hess = interactions(pos, box)
        if np.abs(grad).max() < 1e-10:
            return pos, energy, virial, hess
        step = np.linalg.solve(hess + proj, -grad.ravel()).reshape(-1, 3)
        step *= min(1.0, 0.2 / np.abs(step).max())
        pos += step
    raise RuntimeError("relaxation did not converge")


def frequencies(hess):
    """Nonzero angular frequencies in rad/s; the structure must be stable."""
    lam = np.linalg.eigvalsh(hess / MASS)
    assert np.abs(lam[:3]).max() < 1e-8 * lam[-1]
    assert lam[3] > 1e-5 * lam[-1]
    return np.sqrt(lam[3:]) * RAD_PER_S


def fcc(cells, a):
    basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    grid = np.array(list(np.ndindex(cells, cells, cells)))
    return (grid[:, None, :] + basis[None]).reshape(-1, 3) * a


def force_constants(a):
    """Lattice vectors within the cutoff and their pair stiffness matrices."""
    prim = 0.5 * a * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
    ints = np.array(list(np.ndindex(9, 9, 9))) - 4
    vec = ints @ prim
    r = np.linalg.norm(vec, axis=1)
    keep = (r > 0) & (r < RC)
    ints, vec, r = ints[keep], vec[keep], r[keep]
    _, p1, p2 = pair(r)
    t = p1 / r
    stiff = (((p2 - t) / r**2)[:, None, None] * vec[:, :, None]
             * vec[:, None, :] + t[:, None, None] * np.eye(3))
    return ints, vec, stiff


def bloch(phase, stiff):
    return np.einsum('qr,rij->qij', 1 - np.cos(phase), stiff, optimize=True)


def bulk_matrices(a, n):
    ints, _, stiff = force_constants(a)
    frac = (np.array(list(np.ndindex(n, n, n))) + 0.5) / n
    return bloch(2 * np.pi * frac @ ints.T, stiff)


def bulk_frequencies(a, n):
    return np.sqrt(np.linalg.eigvalsh(bulk_matrices(a, n) / MASS)) * RAD_PER_S


def quantum_entropy(w, temp):
    """Entropy per mode in units of k."""
    x = const.hbar * w / (const.k * temp)
    return x / np.expm1(x) - np.log(-np.expm1(-x))


def classical_entropy(w, temp):
    return 1 + np.log(const.k * temp / (const.hbar * w))


# Phase-space integral for two coupled coordinates, hbar = k = 1
spring = np.array([[3.0, -1.0], [-1.0, 2.0]])
masses = np.array([1.0, 2.5])
grid = np.linspace(-15, 15, 601)
h = grid[1] - grid[0]
gx, gy = np.meshgrid(grid, grid, indexing='ij')
potential = 0.5 * (spring[0, 0] * gx**2 + 2 * spring[0, 1] * gx * gy
                   + spring[1, 1] * gy**2)


def log_z(temp):
    conf = np.exp(-potential / temp).sum() * h * h
    mom = [np.exp(-grid**2 / (2 * m * temp)).sum() * h for m in masses]
    return np.log(conf * mom[0] * mom[1] / (2 * np.pi)**2)


t0, dt = 1.3, 1e-3
s_phase = ((t0 + dt) * log_z(t0 + dt) - (t0 - dt) * log_z(t0 - dt)) / (2 * dt)
w_pair = np.sqrt(np.linalg.eigvalsh(spring / np.sqrt(np.outer(masses, masses))))
s_modes = np.sum(1 + np.log(t0 / w_pair))
assert abs(s_phase - s_modes) < 1e-5

# Gibbs entropy of one quantum oscillator by an explicit sum over levels
x_level = 0.2
prob = np.exp(-x_level * np.arange(1000))
prob /= prob.sum()
s_level = -np.sum(prob * np.log(np.maximum(prob, 1e-300)))
w_level = x_level * const.k * TEMP / const.hbar
assert abs(s_level - quantum_entropy(w_level, TEMP)) < 1e-9
assert abs(s_level - (1 - np.log(x_level) + x_level**2 / 24)) < 5e-6

# Static lattice parameter and bulk reference
a0 = brentq(lambda a: interactions(fcc(3, a), 3 * a, False)[2],
            0.92 * R0 * np.sqrt(2), R0 * np.sqrt(2), xtol=1e-13)
omega_atom = a0**3 / 4
w_bulk = bulk_frequencies(a0, 32)
ln_wg = np.log(w_bulk).sum(axis=1).mean() / 3
assert abs(ln_wg - np.log(bulk_frequencies(a0, 20)).mean()) < 1e-3
eps = 0.003
gamma = -(np.log(bulk_frequencies(a0 * (1 + eps), 20)).mean()
          - np.log(bulk_frequencies(a0 * (1 - eps), 20)).mean()) / (
              3 * np.log((1 + eps) / (1 - eps)))


def formation_entropy(wp, wd, nu):
    return np.log(wp).sum() - np.log(wd).sum() + 3 * nu * ln_wg


# Vacancy in three cells
rows, saved = [], {}
for cells in (3, 4, 5):
    sites, box = fcc(cells, a0), cells * a0
    n = len(sites)
    e_p, _, _, h_p = interactions(sites, box)
    wp = frequencies(h_p)
    pos, e_d, _, h_d = relax(sites[1:], box)
    wd = frequencies(h_d)
    s_bulk = formation_entropy(wp, wd, -1)
    s_ratio = (n - 2) / (n - 1) * np.log(wp).sum() - np.log(wd).sum()
    s_atom = (classical_entropy(wd, TEMP).sum()
              - (n - 1) / n * classical_entropy(wp, TEMP).sum())
    left_over = -3 / n * (1 + np.log(const.k * TEMP / const.hbar)
                          - np.log(wp).mean())
    assert abs(s_atom - s_ratio - left_over) < 1e-7
    e_f = e_d - (n - 1) / n * e_p
    rows.append((n, s_bulk, s_ratio, s_atom, e_f))
    saved[cells] = (sites, box, e_p, h_p, wp, pos, h_d, wd, s_bulk)
assert abs(rows[2][1] - rows[1][1]) < 0.2

# Supercell frequencies against Bloch frequencies at the allowed wavevectors
_, vec, stiff = force_constants(a0)
q_int = np.array([q for q in np.ndindex(6, 6, 6)
                  if q not in ((0, 0, 0), (3, 3, 3))])
lam_q = np.linalg.eigvalsh(
    bloch(2 * np.pi / (3 * a0) * q_int @ vec.T, stiff) / MASS)
sum_bloch = 0.5 * np.log(np.sqrt(lam_q) * RAD_PER_S).sum()
assert abs(sum_bloch - np.log(saved[3][4]).sum()) < 1e-6

# Mass-free determinant route in the 256-site cell
sites, box, e_p, h_p, wp, vac_pos, h_v, wv, s_vac = saved[4]
n = len(sites)


def log_pdet(hess):
    return np.linalg.slogdet(
        hess + translation_projector(len(hess) // 3))[1]


ln_det_bulk = np.log(np.linalg.det(bulk_matrices(a0, 32))).mean()
s_det = 0.5 * (log_pdet(h_p) - log_pdet(h_v) - ln_det_bulk)
assert abs(s_det - s_vac) < 1e-6

# Unrelaxed vacancy and local Einstein estimate
h_frozen = interactions(sites[1:], box)[3]
s_frozen = formation_entropy(wp, frequencies(h_frozen), -1)


def onsite_logdet(hess):
    m = len(hess) // 3
    b = hess.reshape(m, 3, m, 3)[np.arange(m), :, np.arange(m), :]
    return np.log(np.linalg.det(b))


local = -0.5 * (onsite_logdet(h_v) - onsite_logdet(h_p)[0])
dist = sites[1:] - sites[0]
dist -= box * np.round(dist / box)
near = np.linalg.norm(dist, axis=1) < 0.8 * a0
assert near.sum() == 12
s_einstein, s_einstein_near = local.sum(), local[near].sum()


# Full quantum entropies: cancellation of temperature and leading correction
def quantum_parts(temp):
    bare = quantum_entropy(wv, temp).sum() - quantum_entropy(wp, temp).sum()
    return bare, bare + quantum_entropy(w_bulk, temp).sum(axis=1).mean()


bare_1, full_1 = quantum_parts(TEMP)
bare_2, full_2 = quantum_parts(2 * TEMP)
assert abs(bare_2 - bare_1 + 3 * np.log(2)) < 0.05
assert abs(full_2 - full_1) < 0.05
correction = (const.hbar / (const.k * TEMP))**2 / 24 * (
    (wv**2).sum() - (wp**2).sum() + (w_bulk**2).sum(axis=1).mean())
assert abs(full_1 - s_vac - correction) < 0.05 * abs(correction)

# Self-interstitial, started as a split pair on one site along x
rng = np.random.default_rng(1)
shift = np.array([0.28 * a0, 0, 0])
start = np.vstack([sites[1:], sites[0] + shift, sites[0] - shift])
start += 0.02 * rng.standard_normal(start.shape)


def objective(flat):
    energy, grad, _ = interactions(flat.reshape(-1, 3), box, False)
    return energy, grad.ravel()


rough = minimize(objective, start.ravel(), jac=True, method='L-BFGS-B',
                 options={'maxiter': 400, 'gtol': 1e-4, 'ftol': 1e-14})
int_pos, e_i, _, h_i = relax(rough.x.reshape(-1, 3), box)
wi = frequencies(h_i)
s_int = formation_entropy(wp, wi, +1)
e_int = e_i - (n + 1) / n * e_p
d = int_pos[:, None] - int_pos[None]
d -= box * np.round(d / box)
r = np.linalg.norm(d, axis=2) + 1e3 * np.eye(n + 1)
i, j = np.unravel_index(r.argmin(), r.shape)
split, direction = r[i, j], np.sort(np.abs(d[i, j] / r[i, j]))[::-1]

# Frenkel pair from quantum entropies at a formal high temperature
s_pair_direct = (quantum_entropy(wv, 5000.0).sum()
                 + quantum_entropy(wi, 5000.0).sum()
                 - 2 * quantum_entropy(wp, 5000.0).sum())
assert abs(s_pair_direct - s_vac - s_int) < 0.05


# Relaxation of the defective cell to zero static pressure
def zero_pressure(pos):
    def virial(strain):
        return relax(pos * (1 + strain), box * (1 + strain))[2]
    strain = newton(virial, 0.0, x1=1e-3, tol=1e-8)
    hess = relax(pos * (1 + strain), box * (1 + strain))[3]
    return box**3 * ((1 + strain)**3 - 1) / omega_atom, frequencies(hess)


v_vac, wv0 = zero_pressure(vac_pos)
v_int, wi0 = zero_pressure(int_pos)
s_vac0 = formation_entropy(wp, wv0, -1)
s_int0 = formation_entropy(wp, wi0, +1)
assert abs(s_vac0 - s_vac - 3 * gamma * v_vac) < 0.10 * abs(s_vac0 - s_vac)
assert abs(s_int0 - s_int - 3 * gamma * v_int) < 0.15 * abs(s_int0 - s_int)

THZ = 2 * np.pi * 1e12
print(f"Morse depth {DEPTH} eV, distance {R0} A, mass {MASS} u")
print(f"inverse range {ALPHA:.4f} 1/A, cutoff {RC:.2f} A")
print(f"lattice parameter {a0:.4f} A, atomic volume {omega_atom:.3f} A^3")
print(f"static energy per atom {e_p / n:.4f} eV")
print(f"bulk geometric mean frequency {np.exp(ln_wg) / THZ:.4f} THz")
print(f"bulk maximum frequency on grid {w_bulk.max() / THZ:.3f} THz")
x_max = const.hbar * w_bulk.max() / (const.k * TEMP)
print(f"largest hbar w/(kT) at {TEMP:.0f} K: {x_max:.3f}")
print(f"Grueneisen parameter of w_g: {gamma:.3f}")
print(f"two-coordinate test: phase space {s_phase:.6f} k, modes {s_modes:.6f} k")
print(f"one-oscillator level sum at hbar w/kT={x_level}: {s_level:.6f} k")
print("Vacancy, fixed cell, S_f in k: bulk w_g | mode ratio | atom ratio 1000 K")
for size, sb, sr, sa, ef in rows:
    print(f"N={size}: {sb:.4f} | {sr:.4f} | {sa:.4f}; E_f={ef:.4f} eV")
print("The following are for N=256")
print(f"sum ln(w/THz), w/2pi in THz: perfect {np.log(wp / THZ).sum():.4f}")
print(f"same sum, vacancy cell: {np.log(wv / THZ).sum():.4f}")
print(f"same sum, interstitial cell: {np.log(wi / THZ).sum():.4f}")
print(f"3 ln(w_g/THz): {3 * (ln_wg - np.log(THZ)):.4f}")
print(f"mode counts P, vacancy, interstitial: {len(wp)}, {len(wv)}, {len(wi)}")
print(f"vacancy S_f from determinants: {s_det:.4f} k")
print(f"vacancy S_f unrelaxed: {s_frozen:.4f} k")
print(f"Einstein estimate, all atoms: {s_einstein:.4f} k")
print(f"Einstein estimate, 12 neighbours: {s_einstein_near:.4f} k")
print(f"no reservoir, quantum: 1000 K {bare_1:.4f} k, 2000 K {bare_2:.4f} k")
print(f"with reservoir, quantum: 1000 K {full_1:.4f} k, 2000 K {full_2:.4f} k")
print(f"leading quantum correction at 1000 K: {correction:.5f} k")
print(f"interstitial E_f fixed cell: {e_int:.4f} eV")
print(f"closest pair {split:.4f} A, |direction| {np.round(direction, 3)}")
print(f"interstitial S_f fixed cell: {s_int:.4f} k")
print(f"Frenkel pair S_f fixed cell: {s_vac + s_int:.4f} k")
print(f"relaxation volume/Omega: vacancy {v_vac:.4f}, interstitial {v_int:.4f}")
print(f"vacancy volume term: direct {s_vac0 - s_vac:.4f} k, "
      f"formula {3 * gamma * v_vac:.4f} k")
print(f"interstitial volume term: direct {s_int0 - s_int:.4f} k, "
      f"formula {3 * gamma * v_int:.4f} k")
print(f"zero-pressure S_f: vacancy {s_vac0:.4f} k, interstitial {s_int0:.4f} k")
print(f"zero-pressure Frenkel pair S_f: {s_vac0 + s_int0:.4f} k")
print(f"vacancy zero-pressure S_f: {s_vac0 * K_EV:.4e} eV/K")
print(f"vacancy exp(S_f/k): fixed cell {np.exp(s_vac):.3f}, "
      f"zero pressure {np.exp(s_vac0):.3f}")
print(f"T S_f at 1000 K, vacancy, zero pressure: {TEMP * K_EV * s_vac0:.4f} eV")
print("checks complete")
```

Printed output:

```
Morse depth 0.3 eV, distance 2.8 A, mass 50.0 u
inverse range 2.1429 1/A, cutoff 5.32 A
lattice parameter 3.9427 A, atomic volume 15.323 A^3
static energy per atom -1.5475 eV
bulk geometric mean frequency 6.7692 THz
bulk maximum frequency on grid 10.734 THz
largest hbar w/(kT) at 1000 K: 0.515
Grueneisen parameter of w_g: 2.596
two-coordinate test: phase space 2.178155 k, modes 2.178155 k
one-oscillator level sum at hbar w/kT=0.2: 2.611103 k
Vacancy, fixed cell, S_f in k: bulk w_g | mode ratio | atom ratio 1000 K
N=108: 2.3134 | 2.2646 | 2.2061; E_f=1.5424 eV
N=256: 2.3332 | 2.3093 | 2.2845; E_f=1.5423 eV
N=500: 2.3402 | 2.3266 | 2.3139; E_f=1.5423 eV
The following are for N=256
sum ln(w/THz), w/2pi in THz: perfect 1469.0691
same sum, vacancy cell: 1460.9988
same sum, interstitial cell: 1479.7695
3 ln(w_g/THz): 5.7371
mode counts P, vacancy, interstitial: 765, 762, 768
vacancy S_f from determinants: 2.3332 k
vacancy S_f unrelaxed: 2.1881 k
Einstein estimate, all atoms: 1.8848 k
Einstein estimate, 12 neighbours: 1.7704 k
no reservoir, quantum: 1000 K -4.0728 k, 2000 K -6.1275 k
with reservoir, quantum: 1000 K 2.3160 k, 2000 K 2.3289 k
leading quantum correction at 1000 K: -0.01725 k
interstitial E_f fixed cell: 6.3226 eV
closest pair 2.3943 A, |direction| [1. 0. 0.]
interstitial S_f fixed cell: -4.9632 k
Frenkel pair S_f fixed cell: -2.6300 k
relaxation volume/Omega: vacancy -0.0178, interstitial 2.8637
vacancy volume term: direct -0.1372 k, formula -0.1387 k
interstitial volume term: direct 22.2062 k, formula 22.3027 k
zero-pressure S_f: vacancy 2.1960 k, interstitial 17.2430 k
zero-pressure Frenkel pair S_f: 19.4390 k
vacancy zero-pressure S_f: 1.8924e-04 eV/K
vacancy exp(S_f/k): fixed cell 10.311, zero pressure 8.989
T S_f at 1000 K, vacancy, zero pressure: 0.1892 eV
checks complete
```
